# Hall coefficient of a circular Fermi line with fourfold mean free path

## Problem

Electrons of charge $-e$ and two spin states move in a plane. Their Fermi line is a circle of radius $k_F$ with the occupied states inside, so the density per area is $n=k_F^2/2\pi$. The speed $v(\theta)$ may vary around the circle. Scattering is described by a relaxation time $\tau(\theta)$ such that

$$l(\theta)=v\tau=l_0(1+a\cos4\theta),\qquad |a|<1 .$$

A magnetic field $B$ points along $+z$. The Hall coefficient is $R_H=E_y/(j_xB)$, measured with $j_y=0$.

(a) Show that, as $B\to0$, the anisotropy multiplies the Hall coefficient by $1+a^2/2$ relative to $a=0$ at the same $k_F$. What happens if $\cos4\theta$ is replaced by $\cos m\theta$, with integer $m\ge2$?

(b) How weak must the field be? Work to second order in $a$ at arbitrary field.

(c) How round must the Fermi line be?

(d) A layered metal has $k_F=9.5\ \mathrm{nm^{-1}}$, layer spacing $0.59$ nm, $l_0=60$ nm and $a=0.4$. A film 50 nm thick carries 1 mA at 1 T. Find its resistivity, its Hall voltage and the error made by reading the carrier density as $1/(e|R_H|)$.

## Solution

### (a) The weak-field coefficient

**Kinetic equation.** Write the distribution as $f=f_0+(-\partial f_0/\partial\varepsilon)\psi$, with $\psi$ linear in the electric field. The wave vector obeys $\hbar\dot{\mathbf k}=-e(\mathbf E+\mathbf v\times\mathbf B)$, and the steady state requires $\dot{\mathbf k}\cdot\nabla_kf=-(f-f_0)/\tau$. The electric force acting on $f_0$ gives $e\,\mathbf E\cdot\mathbf v\,(-\partial f_0/\partial\varepsilon)$. The magnetic force is perpendicular to $\mathbf v$, so it does not change the energy and acts on $\psi$ alone. After division by $-\partial f_0/\partial\varepsilon$,

$$\frac{\psi}{\tau}-\frac e\hbar(\mathbf v\times\mathbf B)\cdot\nabla_k\psi=-e\,\mathbf E\cdot\mathbf v .$$

The velocity is normal to the Fermi line. On a circle it is therefore radial, $\mathbf v=v\hat{\mathbf r}$, even where its size varies. Since $\hat{\mathbf r}\times\hat{\mathbf z}=-\hat{\boldsymbol\theta}$, the magnetic term is $+(evB/\hbar k_F)\,\psi'$, where the prime means $d/d\theta$. Division by $v$ gives

$$\frac{\psi}{l}+\kappa\psi'=-e\,\mathbf E\cdot\hat{\mathbf r},\qquad \kappa=\frac{eB}{\hbar k_F}. \tag{1}$$

The speed and the relaxation time now enter through their product $l$ alone.

**Current.** For $k_BT$ far below the Fermi energy, $-\partial f_0/\partial\varepsilon$ acts as a delta function, and $\int d^2k\,\delta(\varepsilon-\varepsilon_F)$ becomes $\oint k_Fd\theta/(\hbar v)$. Hence

$$\mathbf j=-\frac{2e}{(2\pi)^2}\oint\frac{k_Fd\theta}{\hbar v}\,v\hat{\mathbf r}\,\psi=-\frac{ek_F}{2\pi^2\hbar}\oint\hat{\mathbf r}\,\psi\,d\theta . \tag{2}$$

The speed cancels here too.

**Zero field.** Equation (1) gives $\psi_0=-e\,l\,\mathbf E\cdot\hat{\mathbf r}$. The integral needed for $\sigma_{xx}$ is

$$\oint l\cos^2\theta\,d\theta=\frac{l_0}{2}\oint(1+a\cos4\theta)(1+\cos2\theta)\,d\theta=\pi l_0 ,$$

because $\cos4\theta$ is orthogonal to both 1 and $\cos2\theta$. The integral with $\sin^2\theta$ has the same value, and the one with $\sin\theta\cos\theta=\tfrac12\sin2\theta$ vanishes. Thus

$$\sigma_{xx}=\sigma_{yy}=\sigma_0=\frac{e^2k_Fl_0}{2\pi\hbar}=\frac{e^2}{h}k_Fl_0,\qquad\sigma_{xy}=0 .$$

The zero-field conductivity carries no trace of $a$.

**First order in the field.** Terms linear in $\kappa$ in (1) give $\psi_1=-\kappa l\psi_0'=e\kappa\,l\,(l\,\mathbf E\cdot\hat{\mathbf r})'$. With $\mathbf E$ along $y$, equation (2) yields

$$\sigma_{xy}=-\frac{e^2k_F\kappa}{2\pi^2\hbar}J,\qquad J=\oint l\cos\theta\,(l\sin\theta)'\,d\theta .$$

Carrying out the derivative,

$$J=\oint\left[\tfrac14(l^2)'\sin2\theta+\tfrac12l^2(1+\cos2\theta)\right]d\theta .$$

Integration by parts turns the first term into $-\tfrac12l^2\cos2\theta$, which cancels the last one. What remains is the area enclosed by the curve that the vector $l\hat{\mathbf r}$ traces:

$$J=\frac12\oint l^2d\theta=\frac{l_0^2}{2}\left(2\pi+0+\pi a^2\right)=\pi l_0^2\left(1+\frac{a^2}{2}\right).$$

With $\beta=\kappa l_0=eBl_0/\hbar k_F$, this is $\sigma_{xy}=-\sigma_0\beta(1+a^2/2)$. Exchanging $x$ and $y$ and integrating by parts gives $\sigma_{yx}=-\sigma_{xy}$. The diagonal correction is the integral of a total derivative, $\tfrac12\oint[(l\cos\theta)^2]'d\theta=0$.

**Hall coefficient.** The condition $j_y=0$ gives $E_y=-(\sigma_{yx}/\sigma_{yy})E_x=-\beta(1+a^2/2)E_x$, while $j_x=\sigma_0E_x$ up to terms of order $\beta^2$. Therefore

$$R_H=-\frac{\beta}{\sigma_0B}\left(1+\frac{a^2}{2}\right),\qquad \frac{\beta}{\sigma_0B}=\frac{el_0}{\hbar k_F}\,\frac{2\pi\hbar}{e^2k_Fl_0}=\frac{2\pi}{ek_F^2}=\frac1{ne},$$

$$\boxed{R_H=-\frac1{ne}\left(1+\frac{a^2}{2}\right)\qquad(B\to0)}$$

The factor is $\langle l^2\rangle/\langle l\rangle^2$, with averages over angle. The longitudinal current weighs each direction by $l$. The Hall current needs a flight during which the field turns the electron, so it weighs directions by $l^2$. The excess over 1 is the relative variance of the mean free path.

**Other harmonics.** For integer $m\ge3$, $\cos m\theta$ is still orthogonal to 1, $\cos2\theta$ and $\sin2\theta$, and $\oint\cos^2m\theta\,d\theta=\pi$, so the factor is unchanged. For $m=2$ the area $J$ is also unchanged, but $\sigma_{xx}=\sigma_0(1+a/2)$ and $\sigma_{yy}=\sigma_0(1-a/2)$. The factor becomes $(1+a^2/2)/(1-a^2/4)$. For $a=0.4$ this is 1.125, against 1.080 for $m\ge3$.

The derivation assumes that scattering merely removes electrons from their direction at the rate $1/\tau(\theta)$. If scattering into a direction also matters, the vector mean free path need not be parallel to the velocity, and $l\hat{\mathbf r}$ must be replaced by that vector.

### (b) How weak is weak?

Measure lengths in $l_0$, so that $\kappa$ becomes $\beta$, and let $\chi_x,\chi_y$ solve (1) with right-hand sides $\cos\theta,\sin\theta$. The combination $\chi=\chi_x+i\chi_y$ obeys, after multiplication by $l$,

$$\chi+\beta l\chi'=l\,e^{i\theta}. \tag{3}$$

In units of $\sigma_0$, $\sigma_{ij}=\frac1\pi\oint\hat r_i\chi_jd\theta$. Fourfold symmetry gives $\sigma_{xx}=\sigma_{yy}$ and $\sigma_{yx}=-\sigma_{xy}$, so the coefficient of $e^{i\theta}$ in $\chi$ is $c_1=\sigma_{xx}+i\sigma_{xy}$. Matrices of this form multiply like complex numbers, so the resistivity in units of $1/\sigma_0$ follows from $\rho_{xx}+i\rho_{xy}=1/c_1$. Since $E_y=\rho_{yx}j_x=-\rho_{xy}j_x$, the Hall factor is $F\equiv-neR_H=\rho_{xy}/\beta$.

Insert $\chi=\sum_nc_ne^{in\theta}$ and $l=1+\frac a2(e^{4i\theta}+e^{-4i\theta})$ into (3). At order $a^0$, $c_1=1/(1+i\beta)$. At order $a$ the harmonics 5 and $-3$ appear, both driven by $\frac a2(1-i\beta c_1)=\frac a2\frac1{1+i\beta}$:

$$c_5=\frac{a/2}{(1+i\beta)(1+5i\beta)},\qquad c_{-3}=\frac{a/2}{(1+i\beta)(1-3i\beta)} .$$

They act back on the first harmonic through $(1+i\beta)c_1=1-\frac{i\beta a}2(5c_5-3c_{-3})$. Inverting $c_1$ to second order in $a$,

$$\frac1{c_1}=1+i\beta+\frac{i\beta a^2}{4}\left[\frac5{1+5i\beta}-\frac3{1-3i\beta}\right]
=1+i\beta+\frac{a^2}{2}\,\frac{i\beta(1-15i\beta)}{1+15\beta^2+2i\beta}.$$

The imaginary and real parts are, with $D=(1+15\beta^2)^2+4\beta^2$,

$$F=1+\frac{a^2}2\,\frac{1-15\beta^2}{D},\qquad \rho_{xx}=1+\frac{a^2}2\,\frac{\beta^2(17+225\beta^2)}{D}. \tag{4}$$

For small $\beta$ the excess $F-1$ is $\frac{a^2}2(1-49\beta^2)$. The condition is thus $49\beta^2\ll1$, or $\beta\ll1/7$, which is stricter than $\beta\ll1$. The anisotropy lives in the harmonics 3 and 5, which the field rotates faster than the first.

To this order the excess changes sign at $\beta=1/\sqrt{15}\approx0.26$ and then returns to zero from below. A numerical solution of (1) on a grid of 257 angles, with Fourier derivatives and no expansion in $a$, shows the same course for $a=0.4$:

| $\beta$ | 0.01 | 0.1 | 0.3 | 1 | 3 | 10 |
|---|---|---|---|---|---|---|
| $F$ | 1.07961 | 1.05145 | 0.99675 | 0.99461 | 0.99925 | 0.99993 |

The strong-field limit does not need small $a$. When $\kappa l\gg1$, equation (1) reduces to $\kappa\psi'=-e\mathbf E\cdot\hat{\mathbf r}$, so $\psi=-(e/\kappa)(E_x\sin\theta-E_y\cos\theta)$ plus a constant that carries no current. Equation (2) then gives $j_x=-(ek_F^2/2\pi B)E_y=-neE_y/B$. The mean free path has dropped out and $R_H=-1/(ne)$.

### (c) How round is round?

Let the Fermi line be $k(\theta)=k_0(1+b\cos m\theta)$ with $m\ge3$, and let $l=l_0(1+a\cos m\theta)$ at the polar angle $\theta$ of $\mathbf k$. The velocity now points along the normal $\hat{\mathbf n}$, at an angle $\varphi$ that differs from $\theta$. With $s$ the arc length of the line, the steps of part (a) give

$$\frac\psi l+\frac{eB}\hbar\frac{d\psi}{ds}=-e\,\mathbf E\cdot\hat{\mathbf n},\qquad \mathbf j=-\frac e{2\pi^2\hbar}\oint\hat{\mathbf n}\,\psi\,ds .$$

Rotational symmetry makes the zero-field conductivity isotropic, so $\sigma_{xx}$ is half the trace:

$$\sigma_{xx}=\frac{e^2}{4\pi^2\hbar}\oint l\,ds,\qquad \sigma_{xy}=-\frac{e^3B}{2\pi^2\hbar^2}A_l,\qquad A_l=\frac12\oint l^2d\varphi .$$

Here $A_l$ is again the area swept by the vector mean free path, $\oint ln_x\,d(ln_y)$. With $n=A_F/2\pi^2$, where $A_F$ is the area inside the Fermi line, $F=ne|\sigma_{xy}|/(B\sigma_{xx}^2)$ becomes

$$F=\frac{4A_FA_l}{\left(\oint l\,ds\right)^2}. \tag{5}$$

For small warping, $\varphi=\theta-\arctan(k'/k)\approx\theta+mb\sin m\theta$, so $d\varphi\approx(1+m^2b\cos m\theta)d\theta$. The part of $\varphi-\theta$ of order $b^2$ is periodic in $\theta$, so it integrates to zero against the constant $l_0^2$ and adds nothing to $A_l$ at second order. To second order in $a$ and $b$,

- $A_F=\pi k_0^2(1+b^2/2)$,
- $A_l=\pi l_0^2(1+a^2/2+m^2ab)$,
- $\oint l\,ds=2\pi k_0l_0(1+ab/2+m^2b^2/4)$,

and (5) gives

$$F\approx1+\frac{a^2}2+(m^2-1)\left(ab-\frac{b^2}2\right). \tag{6}$$

The cross term is linear in the warping and carries the factor $m^2-1$, which is 15 for $m=4$. It arises because, for $a>0$, a warp with $b>0$ puts the long mean free paths where the line curves most, so that they sweep out more area.

For $a=0.4$ and $m=4$, evaluating the integrals in (5) numerically gives $F=1.1385$ at $b=+0.01$ and $1.0193$ at $b=-0.01$. At $b=-0.013$ the excess vanishes. At this $a$, the result of part (a) therefore needs the warping in $\cos4\theta$, the harmonic that $l$ itself carries, to be much smaller than one per cent. Other harmonics matter less. A one per cent warp in $\cos8\theta$, which couples to $l^2$, gives $F=1.102$ or $1.051$ according to its sign, while one in $\sin4\theta$ or $\cos6\theta$ gives $1.079$ or $1.078$.

### (d) The film

The density per layer is $9.5^2/2\pi=14.36\ \mathrm{nm^{-2}}$. Division by the spacing gives $14.36/0.59=24.35\ \mathrm{nm^{-3}}$, or $2.435\times10^{22}\ \mathrm{cm^{-3}}$.

With $k_Fl_0=570$, each layer has the conductance $(e^2/h)\times570=22.08$ mS. The resistivity is

$$\rho=\frac{0.59\times10^{-9}\ \mathrm m}{22.08\times10^{-3}\ \mathrm S}=2.67\times10^{-8}\ \Omega\,\mathrm m=2.67\ \mu\Omega\,\mathrm{cm}.$$

The volume density gives $-1/(ne)=-2.564\times10^{-10}\ \mathrm{m^3/C}$. Multiplied by $1+0.4^2/2=1.08$, this becomes $R_H=-2.769\times10^{-10}\ \mathrm{m^3/C}$. For a current $I$ through a film of thickness $t$ the Hall voltage does not depend on the width:

$$V_H=\frac{R_HIB}{t}=-\frac{2.769\times10^{-10}\times10^{-3}\times1}{50\times10^{-9}}\ \mathrm V=-5.54\ \mu\mathrm V .$$

The apparent density $1/(e|R_H|)$ is $2.25\times10^{22}\ \mathrm{cm^{-3}}$, which is 7.4 % below the true density. The resistivity gives no warning, since it is the same as for $a=0$.

**Field.** At 1 T, $\beta=0.0096$, and the numerical solution of (1) gives $F=1.0796$, so the weak-field value is adequate. At 9 T, $F$ has fallen to 1.057, and the resistivity has risen by 0.87 % of its zero-field value. The field at which $\beta=1$ is 104 T.

**Smaller effects.** Take a strip 10 µm wide with diffuse edges, in zero field and with its length along $\theta=0$. An electron moving at angle $\theta$ has the reach $\lambda=l|\sin\theta|$ across the strip. At distance $y$ from the edge it came from, its mean free path is cut to $l(1-e^{-y/\lambda})$. Averaging over $y$ and weighting by $l\cos^2\theta$ gives a conductance loss of 0.2 %. The top and bottom faces of the film play no part in the model, because its velocity lies strictly in the plane. In a real layered metal they can matter more than the edges, since the film is thinner than $l_0$. With a velocity across the layers proportional to $\sin k_zd$ ($d$ the layer spacing), diffuse faces and a trial resistivity ratio $\rho_c/\rho_{ab}$ of 200, 400 or 1000, the same average over the 50 nm thickness gives a loss of about 6 %, 4 % or 3 %. The resistivity found above is thus the bulk in-plane value. With a rough effective mass of 1.5 electron masses the Fermi energy is 2.3 eV. At 300 K, $(k_BT/\varepsilon_F)^2$ is then about $10^{-4}$, and the Landau-level spacing at 1 T is 0.3 % of $k_BT$. Both thermal smearing and Landau quantization are negligible here.

**The real case.** The density, spacing and mean free path are rough values in the regime of the layered metal PdCoO$_2$ at room temperature. The anisotropy $a=0.4$ is chosen and is not a property of that metal. Its Fermi line is a rounded hexagon, and its sixfold symmetry excludes a $\cos4\theta$ term. On a circle, a sixfold mean free path would give the same factor 1.08, but the hexagonal shape breaks the assumption that matters most. With $m=6$, $a=0.4$ and trial warpings $b=+0.04$ and $-0.04$, equation (5) gives $F=1.58$ and $0.50$. A single harmonic of this size makes the sides of the hexagon concave, which happens for $|b|>1/37$. At $b=+0.02$ and $-0.02$, where the line is still convex, $F$ is 1.35 and 0.79, so the shape matters there too. The 8 % found here is therefore no prediction for PdCoO$_2$. In such a metal, a carrier density can be inferred from the weak-field Hall coefficient only if the shape of the line and the variation of $l$ along it are both known.

All numerical values are calculated from the stated model.
